# The Becke-Johnson exchange correction: uniform-gas limit and hydrogen constant

Take the ground state of the hydrogen atom and evaluate two corrections to its Slater exchange potential, both of which give the correct exchange potential in a uniform electron gas. The first, built from the density alone, is 11.526 eV at the nucleus and 0.801 eV at a distance of four Bohr radii. The second, built from the density and the kinetic-energy density, is 5.591 eV at both places. The second is the Becke-Johnson correction. Its constancy is what a one-electron atom requires, and its coefficient comes from the gas.

## Conventions and the quantity to be corrected

The electrons are non-relativistic and any nucleus is fixed. Exchange acts between electrons of equal spin, so one spin is treated at a time and its label is dropped. The occupied orbitals of that spin are $\psi_i$, and

$$
\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r),\qquad \tau=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_i|^2. \tag{1}
$$

The factor $1/2$ in $\tau$ matters, because it decides the factor 2 in the final formula. It is convenient to write

$$
K=\frac{e^2}{4\pi\varepsilon_0},\qquad a_0=\frac{\hbar^2}{mK},\qquad T=\frac{2m\tau}{\hbar^2}=\sum_i|\nabla\psi_i|^2 . \tag{2}
$$

All potentials are potential energies of an electron. The exchange energy of one spin and its Slater potential are

$$
E_x=-\frac K2\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
v_S(\mathbf r)=-\frac{K}{\rho(\mathbf r)}\int\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{3}
$$

Hence $E_x=\frac12\int\rho\,v_S\,d^3r$. The Slater potential is the electrostatic potential of the exchange hole, the region of reduced equal-spin density around an electron. The exchange potential of density-functional theory is a different object, the functional derivative $v_x=\delta E_x/\delta\rho$. It also contains the response of the hole to a change of density. We look for a simple model $\Delta v$ of the difference:

$$
v_x\approx v_S+\Delta v . \tag{4}
$$

## What one electron requires

With a single occupied orbital, $|\gamma(\mathbf r,\mathbf r')|^2=\rho(\mathbf r)\rho(\mathbf r')$. The factor $\rho(\mathbf r)$ cancels in (3), leaving

$$
v_S(\mathbf r)=-K\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' . \tag{5}
$$

This is minus the electrostatic potential of the electron's own density. The exchange energy is likewise minus the electrostatic self-energy,

$$
E_x=-\frac K2\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

When $\rho$ changes by $\delta\rho$, the two factors $\rho$ contribute equally, which removes the $1/2$, and $\delta E_x=\int v_S\,\delta\rho\,d^3r$. The changes considered keep the number of electrons at one, so $\int\delta\rho\,d^3r=0$, and a constant added to $v_S$ would not alter $\delta E_x$. Therefore

$$
v_x=v_S+\text{constant}\qquad\text{(one electron of this spin)}. \tag{6}
$$

A correction that varies in space is an error in such a system. A constant one leaves the orbital unchanged.

For the hydrogen ground state, $\psi=(\pi a_0^3)^{-1/2}e^{-r/a_0}$. Its gradient is radial with magnitude $\psi/a_0$, so

$$
T=\frac{\rho}{a_0^2},\qquad \frac{2m\tau}{\hbar^2\rho}=\frac T\rho=\frac1{a_0^2}\quad\text{at every }r. \tag{7}
$$

Any function of $\tau/\rho$ alone is thus constant in this atom.

## Which power of $\tau$ and $\rho$

The uniform gas cannot select the form of the correction, because it offers a single length, the inverse Fermi wavenumber. Consider the family

$$
\Delta v=K\,c\,\rho^a\,T^b, \tag{8}
$$

with $c$ a pure number. Restricting the search to products of powers is an assumption.

The constant $K$ is an energy times a length, so $\rho^aT^b$ must be an inverse length. The density is a length to the power $-3$. Each orbital carries the power $-3/2$ and each gradient $-1$, so $T$ has the power $-5$. This gives

$$
3a+5b=1 . \tag{9}
$$

In hydrogen, (7) turns the product into $\rho^aT^b=a_0^{-2b}\rho^{a+b}$. Since $\rho$ varies with $r$, this is constant if and only if

$$
a+b=0 . \tag{10}
$$

Putting $a=-b$ into (9) gives $2b=1$, so $b=\frac12$ and $a=-\frac12$:

$$
\Delta v=K\,c\,\sqrt{\frac{T}{\rho}}=K\,c\,\sqrt{\frac{2m\tau}{\hbar^2\rho}} . \tag{11}
$$

The number $c$ is still free, and the uniform gas will fix it.

## The uniform gas: density and kinetic energy

The orbitals of one spin are plane waves $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ in a large volume $V$, filled up to the Fermi wavenumber $k_F$. A sum over $\mathbf k$ becomes $V/(2\pi)^3$ times an integral. Each orbital contributes $1/V$ to $\rho$ and $k^2/V$ to $T$, so

$$
\rho=\frac{4\pi}{(2\pi)^3}\int_0^{k_F}k^2\,dk=\frac{k_F^3}{6\pi^2},\qquad
T=\frac{4\pi}{(2\pi)^3}\int_0^{k_F}k^4\,dk=\frac{k_F^5}{10\pi^2}. \tag{12}
$$

Their ratio is

$$
\frac T\rho=\frac{6\pi^2}{10\pi^2}\,k_F^2=\frac35k_F^2 . \tag{13}
$$

Equation (12) also shows why the gas alone does not determine the exponents. It gives $\rho^aT^b=(6\pi^2)^{-a}(10\pi^2)^{-b}k_F^{3a+5b}$, which is proportional to $k_F$ for every pair that obeys (9). Each such pair can be matched to the gas with its own coefficient.

## The uniform gas: Slater potential

The density matrix depends on the separation $s=|\mathbf r-\mathbf r'|$. The average of $e^{i\mathbf k\cdot\mathbf s}$ over the directions of $\mathbf k$ is $\sin(ks)/(ks)$, so

$$
\gamma(s)=\frac{1}{2\pi^2}\int_0^{k_F}k^2\,\frac{\sin ks}{ks}\,dk
=\frac{1}{2\pi^2s}\int_0^{k_F}k\sin ks\,dk .
$$

Integration by parts gives $\int_0^{k_F}k\sin ks\,dk=(\sin x-x\cos x)/s^2$ with $x=k_Fs$. Since $k_F^3/(2\pi^2)=3\rho$,

$$
\gamma(s)=3\rho\,\frac{\sin x-x\cos x}{x^3}=3\rho\,\frac{j_1(x)}{x},\qquad j_1(x)=\frac{\sin x-x\cos x}{x^2}. \tag{14}
$$

Insert this in (3), with $d^3r'=4\pi s^2ds$ and $s=x/k_F$:

$$
v_S=-\frac K\rho\int_0^\infty\frac{9\rho^2j_1^2}{x^2}\,4\pi s\,ds
=-\frac{36\pi K\rho}{k_F^2}\int_0^\infty\frac{j_1^2(x)}{x}\,dx . \tag{15}
$$

The remaining integral has an elementary antiderivative. Let $j_0=\sin x/x$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Therefore

$$
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
$$

At $x=0$ one has $j_0=1$ and $j_1=0$, and both functions vanish at infinity. The integral in (15) is thus $\frac14(1-0)=\frac14$. With $\rho=k_F^3/(6\pi^2)$,

$$
v_S=-\frac{36\pi K}{k_F^2}\,\frac{k_F^3}{6\pi^2}\,\frac14=-\frac{3Kk_F}{2\pi}. \tag{16}
$$

## The uniform gas: exchange potential

The exchange energy per volume is $e_x=\frac12\rho v_S=-(3K/4\pi)\rho k_F$. By translational symmetry $v_x$ is constant in the gas. A uniform change $\delta\rho$ therefore changes the energy by $V v_x\,\delta\rho$, which must equal $V\,\delta e_x$. So $v_x=de_x/d\rho$. From $k_F\propto\rho^{1/3}$ follows $dk_F/d\rho=k_F/(3\rho)$, and

$$
v_x=-\frac{3K}{4\pi}\left(k_F+\rho\,\frac{k_F}{3\rho}\right)=-\frac{Kk_F}{\pi}. \tag{17}
$$

The exchange potential is two thirds of the Slater potential. The correction is positive:

$$
v_x-v_S=-\frac{Kk_F}{\pi}+\frac{3Kk_F}{2\pi}=\frac{Kk_F}{2\pi}. \tag{18}
$$

The Fock exchange operator shows what this difference means. Acting on a plane wave it has the eigenvalue

$$
\Sigma(k)=-K\int\frac{\gamma(s)e^{-i\mathbf k\cdot\mathbf s}}{s}\,d^3s
=-K\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2}, \tag{19}
$$

where $4\pi/|\mathbf k-\mathbf q|^2$ is the Fourier transform of $1/s$. Averaging the first form over the occupied states replaces $e^{-i\mathbf k\cdot\mathbf s}$ by $\gamma(s)/\rho$, which reproduces $v_S$ in (3). The Slater potential is thus the mean exchange eigenvalue of the occupied states.

At the Fermi level, let $u$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The angular integral is

$$
\int_{-1}^1\frac{du}{k_F^2+q^2-2k_Fqu}=\frac{1}{k_Fq}\ln\frac{k_F+q}{k_F-q}.
$$

The prefactors combine to $4\pi\cdot2\pi/(2\pi)^3=1/\pi$. With $t=q/k_F$,

$$
\Sigma(k_F)=-\frac{Kk_F}{\pi}\int_0^1t\,\ln\frac{1+t}{1-t}\,dt=-\frac{Kk_F}{\pi}. \tag{20}
$$

The last integral is 1. To see this, integrate by parts with $(t^2-1)/2$ as the antiderivative of $t$. The boundary terms vanish, and the derivative of the logarithm is $2/(1-t^2)$, so the remaining integrand is 1. In the gas, then, $v_x$ equals the exchange eigenvalue at the Fermi level, and the correction lifts the potential from the mean over the occupied states to that value.

## The coefficient

Inserting (13) into (11) and requiring the result to equal (18) gives

$$
K\,c\,\sqrt{\frac35}\,k_F=\frac{Kk_F}{2\pi}
\quad\Longrightarrow\quad
c=\frac{1}{2\pi}\sqrt{\frac53}=\frac1\pi\sqrt{\frac5{12}},
$$

because $\frac12\sqrt{5/3}=\sqrt{5/12}$. The Becke-Johnson correction is therefore

$$
\boxed{\;\Delta v=\frac{e^2}{4\pi\varepsilon_0}\,\frac1\pi\sqrt{\frac5{12}}\,\sqrt{\frac{2m\tau}{\hbar^2\rho}}\;} \tag{21}
$$

for each spin. In hartree atomic units, where $K=\hbar=m=1$, it reads $\frac1\pi\sqrt{5/12}\,\sqrt{2\tau/\rho}$. If $\tau$ were defined without the factor $1/2$, the 2 under the last root would be absent.

For hydrogen, (7) gives

$$
\Delta v=\frac{K}{\pi a_0}\sqrt{\frac5{12}}, \tag{22}
$$

independent of $r$. This refers to the occupied spin. For the empty spin $\tau/\rho$ is $0/0$, and (21) assigns no value.

For other systems (21) is a model. It was fitted to one property of the gas and one property of hydrogen, and nothing above shows that it equals $v_x-v_S$ elsewhere.

## Numbers for the gas and for hydrogen

The constants are $K=1.439965$ eV nm, $\hbar^2/2m=0.0380998$ eV nm², $a_0=0.0529177$ nm and $c=0.205468$.

Choose a gas with spin density $\rho=10$ nm⁻³. Then $k_F=(6\pi^2\times10)^{1/3}=8.3975$ nm⁻¹. Equation (13) gives the kinetic energy per electron,

$$
\frac\tau\rho=\frac35\times0.0380998\times8.3975^2=1.612\ \text{eV}.
$$

The Slater potential is $-5.77$ eV and the exchange potential is $-3.85$ eV; their difference, $Kk_F/(2\pi)$ by (18), is 1.9245 eV. Equation (21) gives

$$
\Delta v=1.439965\times0.205468\times\sqrt{\frac{1.6120}{0.0380998}}=1.9245\ \text{eV}.
$$

The numerical check obtains the two potentials from momentum integrals and a density derivative, and $\tau/\rho$ also from a finite box of plane waves.

In hydrogen, (22) gives

$$
\Delta v=\frac{1.439965\times0.205468}{0.0529177}=5.591\ \text{eV}=0.2055\ \text{hartree}.
$$

The Slater potential cancels the self-repulsion, so the electron moves in the nuclear potential plus this constant. The eigenvalue shifts from $-13.606$ eV to $-13.606+5.591=-8.015$ eV. The potential far from the atom is now 5.591 eV instead of zero, so the energy needed to remove the electron is still 13.606 eV. An eigenvalue obtained with (21) must therefore be measured from the asymptotic value of its own potential, where such a value exists. It need not exist in every direction. If a hydrogenic $1s$ and a $2p_z$ orbital of the same spin are occupied, then in the plane $z=0$ the density is that of the $1s$ orbital, $\propto e^{-2r/a_0}$, while $T$ contains the gradient of the $2p_z$ orbital, $\propto e^{-r/a_0}$, so the correction grows as $e^{r/(2a_0)}$ in that plane.

The density-only member of the family (8) has $b=0$ and $a=\frac13$. Matched to (18), it is $K(6\pi^2\rho)^{1/3}/(2\pi)$. In hydrogen it follows $\rho^{1/3}\propto e^{-2r/(3a_0)}$, which accounts for the fall from 11.526 eV at the nucleus to 0.801 eV at $4a_0$.

## Among spherical nodeless states, constancy is a Coulomb property

Condition (6) holds for one electron in any external potential, but (21) meets it only in special cases. Take a spherical one-electron state without nodes, $\psi(r)>0$, and suppose that $\sqrt{T/\rho}=|\psi'|/\psi$ has a constant value $\kappa>0$. Then $\psi'$ never vanishes for $r>0$. Being continuous, it keeps one sign, and that sign is negative because $\psi$ must be normalizable. Hence $\psi'=-\kappa\psi$ and $\psi\propto e^{-\kappa r}$. The Schrödinger equation, solved for the potential $v$ at energy $\varepsilon$, gives

$$
v-\varepsilon=\frac{\hbar^2}{2m}\,\frac{\psi''+2\psi'/r}{\psi}=\frac{\hbar^2}{2m}\left(\kappa^2-\frac{2\kappa}{r}\right). \tag{23}
$$

This is a Coulomb potential up to a constant. For a nucleus of charge $Ze$, comparison with $-ZK/r$ gives $\kappa=ZmK/\hbar^2=Z/a_0$, so the constant in (22) is multiplied by $Z$.

Two cases show the failure. In a harmonic well the ground state is $\psi\propto e^{-r^2/(2\ell^2)}$, with $\ell$ the oscillator length, and $|\psi'|/\psi=r/\ell^2$. The correction then grows linearly with $r$ where (6) demands a constant. In a one-electron state with a nodal surface, $\psi$ is proportional to the distance $d$ from the surface while its gradient stays finite. There $\sqrt{T/\rho}\approx1/d$, and the correction diverges.

## Helium: the size of the error

The ground state of the helium atom has one electron of each spin, both in the same orbital $\varphi$. Condition (6) applies to each spin, so within exchange-only theory the correct potential is $v_S$ plus a constant. The restricted Hartree-Fock equation for $\varphi$ contains the nuclear attraction $-2K/r$ and the repulsion $-v_S$ from the other electron. This level of theory omits correlation. The orbital energy is $\varepsilon=-24.98$ eV.

The correction follows the local decay rate $g=-\varphi'/\varphi$, since (21) becomes $\Delta v=Kc\,g$. Two limits of $g$ come from the orbital equation. Near the nucleus the terms that diverge as $1/r$ must cancel:

$$
-\frac{\hbar^2}{2m}\,\frac{2\varphi'}{r}-\frac{2K}{r}\varphi=0
\quad\Longrightarrow\quad g(0)=\frac{2mK}{\hbar^2}=\frac2{a_0}. \tag{24}
$$

Far away, one electron screens one unit of nuclear charge and the potential tends to $-K/r$. Try $\varphi\propto r^pe^{-\kappa r}$. To order $1/r$ the orbital equation reads

$$
\kappa^2-\frac{2\kappa(p+1)}{r}=-\frac{2m\varepsilon}{\hbar^2}-\frac{2}{a_0r}. \tag{25}
$$

Hence $\kappa=\sqrt{-2m\varepsilon}/\hbar$ and $p=1/(\kappa a_0)-1$, and the decay rate is $g\approx\kappa-p/r$. The computed orbital energy gives $\kappa a_0=1.355$ and $p=-0.262$. The rate therefore approaches its limit from above, and at $r=4a_0$ the estimate is $ga_0=1.355+0.262/4=1.42$.

| $r/a_0$ | $g\,a_0$ | $v_S$ (eV) | $\Delta v$ (eV) |
|---|---|---|---|
| 0 | 2.00 | −45.91 | 11.21 |
| 0.5 | 1.78 | −35.27 | 9.97 |
| 1 | 1.63 | −24.32 | 9.14 |
| 2 | 1.50 | −13.49 | 8.39 |
| 4 | 1.42 | −6.80 | 7.96 |

At large $r$ the correction tends to $5.591\times1.355=7.58$ eV. The computed rate at the nucleus is $2.004/a_0$ instead of the value $2/a_0$ required by (24). This error of the finite basis raises the first entry for $\Delta v$ by about 0.02 eV. The basis error also lowers the last entry, by less than 0.01 eV: the converged value at $4a_0$ rounds to 7.97 eV.

The constant part of $\Delta v$ does no harm to the orbital. The variation, about 3.6 eV between the nucleus and large distance, is an error relative to the exact exchange potential of this orbital. It makes the model potential too shallow near the nucleus compared with its value far outside. The table evaluates (21) on the Hartree-Fock orbital. When (21) is instead included self-consistently, the orbital widens, its mean radius rising from $0.927a_0$ to $0.946a_0$. The variation of $\Delta v$ becomes about 3.9 eV, and the eigenvalue measured from the asymptotic potential is $-23.2$ eV instead of $-24.98$ eV. The Hartree-Fock energy of that orbital is higher by only 0.02 eV. Helium has the same one-orbital exchange structure as hydrogen in each spin. What differs is the shape of the orbital: the second electron screens the nucleus, the decay rate changes with distance, and a correction proportional to that rate changes with it.

## Table of computed values

```
K = e^2/(4 pi eps0): 1.439965 eV nm
hbar^2/(2m): 0.0380998 eV nm^2
Bohr radius a0: 0.0529177 nm
prefactor (1/pi) sqrt(5/12): 0.205468 (no unit)
exponents from scaling and hydrogen: a = -1/2, b = 1/2
UNIFORM GAS
spin density: 10.0 nm^-3
Fermi wavenumber: 8.3975 nm^-1
tau/rho, formula: 1.6120 eV
tau/rho, finite plane-wave box: 1.6107 eV
plane waves in that box: 267761
Slater potential, hole integral: -5.7734 eV
exchange potential, density derivative: -3.8489 eV
exchange potential, Fock value at kF: -3.8490 eV
difference v_x - v_S: 1.9245 eV
Becke-Johnson correction: 1.9245 eV
HYDROGEN
tau/rho at every r: 13.6057 eV
constant correction: 5.5911 eV = 0.205468 hartree
1s eigenvalue without correction: -13.6057 eV
1s eigenvalue with correction: -8.0146 eV
r/a0 = 0.0: correction 5.591 eV, density-only form 11.526 eV
r/a0 = 0.5: correction 5.591 eV, density-only form 8.259 eV
r/a0 = 1.0: correction 5.591 eV, density-only form 5.918 eV
r/a0 = 2.0: correction 5.591 eV, density-only form 3.038 eV
r/a0 = 4.0: correction 5.591 eV, density-only form 0.801 eV
HELIUM, restricted Hartree-Fock
total energy: -77.870 eV
orbital energy: -24.979 eV
limiting decay rate times a0: 1.3550 (no unit)
correction in the limit of large r: 7.576 eV
r/a0 = 0.0: decay rate*a0 2.004, v_S -45.913 eV, correction 11.206 eV
r/a0 = 0.5: decay rate*a0 1.783, v_S -35.268 eV, correction 9.967 eV
r/a0 = 1.0: decay rate*a0 1.634, v_S -24.324 eV, correction 9.137 eV
r/a0 = 2.0: decay rate*a0 1.500, v_S -13.489 eV, correction 8.389 eV
r/a0 = 4.0: decay rate*a0 1.424, v_S -6.803 eV, correction 7.960 eV
helium correction, r = 0 minus large-r limit: 3.630 eV
```
